**Critical size of a coherent cap for one misfit dislocation**

For a shallow parabolic cap of height $H$, base radius $R$ and fixed $q=H/R$, the program examines the threshold $H_c=\lambda[\ln(8H_c/r_0)-5/2]$, with $\lambda=3b/[16\pi(1+\nu)f\kappa_0]$ and $R_c=H_c/q$. Here $f$ is the misfit, $b$ the Burgers length, $r_0$ the effective core radius, $\nu$ the Poisson ratio and $\kappa_0$ the reduction of the central section force by substrate compliance. Axisymmetric finite elements assert the link between stored energy and in-plane stress, and both first-order compliance coefficients. Plane-strain finite elements with an imposed displacement jump assert the released energy, the logarithmic line cost and the size of the curvature correction. Surface-load superposition asserts the constant in the line energy, and a direct root search asserts the closed threshold. For $f=0.01$ and $q=0.1$ the output gives a critical height of 7.59 nm and a base diameter of 152 nm, where cost and release are both about 2840 eV. The entry barrier for a straight line is 394 eV, so the result is an energetic threshold and not a nucleation rate. The estimate for 60-degree dislocations raises the height to about 18 nm.

## Check in Python

```python
"""
Critical size of a coherent parabolic cap for one interfacial edge dislocation.

Result under test:
  H_c = lam * log(8 H_c / (exp(5/2) r0)),  R_c = H_c / q
  lam = 3 b / (16 pi (1 + nu) f kappa0),  kappa0 = 1 - (c1 + c2 nu) q
H: cap height, R: base radius, q = H/R, f: misfit, b: Burgers length,
r0: effective core radius, mu: shear modulus, nu: Poisson ratio,
kappa0: central section force divided by its rigid-substrate value.
Cap and substrate have equal isotropic elastic constants.
Finite-element lengths are in units of R, and moduli in units of mu.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import hyp2f1, lambertw

nu = 0.25
biaxial = 2 * (1 + nu) / (1 - nu)      # biaxial modulus / mu


def with_midpoints(edges):
    edges = np.asarray(edges, float)
    nodes = np.empty(2 * len(edges) - 1)
    nodes[::2] = edges
    nodes[1::2] = (edges[1:] + edges[:-1]) / 2
    return nodes


def cells(ids):
    return np.array([ids[i:i + 3, j:j + 3].ravel()
                     for i in range(0, ids.shape[0] - 2, 2)
                     for j in range(0, ids.shape[1] - 2, 2)])


def elastic_fem(x_edges, z_edges, layers, height, cap_end,
                axisym, misfit, jump):
    """Quadratic elements; half plane or meridian plane, mu = 1.

    jump is the Burgers length imposed on the cut at x = 0 in the cap.
    """
    x, z, t = map(with_midpoints, (x_edges, z_edges, layers))
    ncap = int(np.argmin(abs(x - cap_end))) + 1
    sub = np.arange(len(x) * len(z)).reshape(len(x), len(z))
    points = [(a, c) for a in x for c in z]
    cap = np.empty((ncap, len(t)), int)
    cap[:, 0] = sub[:ncap, 0]
    for i in range(ncap):
        top = height(x[i])
        for j in range(1, len(t)):
            if top < 1e-12:
                cap[i, j] = sub[i, 0]
            else:
                cap[i, j] = len(points)
                points.append((x[i], t[j] * top))
    points = np.array(points)
    sub_cells, cap_cells = cells(sub), cells(cap)
    elements = np.vstack((sub_cells, cap_cells))
    in_cap = np.arange(len(elements)) >= len(sub_cells)

    gp, gw = np.polynomial.legendre.leggauss(4)
    shapes, slopes, weights = [], [], []
    for u, wu in zip(gp, gw):
        nu1 = np.array([u * (u - 1) / 2, 1 - u * u, u * (u + 1) / 2])
        du1 = np.array([u - 0.5, -2 * u, u + 0.5])
        for v, wv in zip(gp, gw):
            nv1 = np.array([v * (v - 1) / 2, 1 - v * v, v * (v + 1) / 2])
            dv1 = np.array([v - 0.5, -2 * v, v + 0.5])
            shapes.append(np.outer(nu1, nv1).ravel())
            slopes.append(np.column_stack((np.outer(du1, nv1).ravel(),
                                           np.outer(nu1, dv1).ravel())))
            weights.append(wu * wv)
    shapes, slopes = np.array(shapes), np.array(slopes)
    xy = points[elements]
    jac = np.einsum('ena,gnb->egab', xy, slopes)
    grad = np.einsum('gnb,egba->egna', slopes, np.linalg.inv(jac))
    area = abs(np.linalg.det(jac)) * np.array(weights)
    radius = np.einsum('en,gn->eg', xy[:, :, 0], shapes)
    volume = area * (2 * np.pi * radius if axisym else 1.0)
    bmat = np.zeros(area.shape + (4, 18))
    bmat[:, :, 0, 0::2] = grad[..., 0]
    bmat[:, :, 1, 1::2] = grad[..., 1]
    bmat[:, :, 3, 0::2] = grad[..., 1]
    bmat[:, :, 3, 1::2] = grad[..., 0]
    if axisym:
        bmat[:, :, 2, 0::2] = shapes[None, :, :] / radius[:, :, None]
    stiff = np.zeros((4, 4))
    stiff[:3, :3] = 2 * nu / (1 - 2 * nu)
    stiff[:3, :3] += 2 * np.eye(3)
    stiff[3, 3] = 1.0
    db = np.einsum('ab,egbi->egai', stiff, bmat)
    ke = np.einsum('egai,egaj->eij', bmat, db * volume[:, :, None, None],
                   optimize=True)
    free_strain = np.zeros((len(elements), 4))
    free_strain[in_cap, :3] = misfit
    fe = np.einsum('egai,ea,eg->ei', db, free_strain, volume, optimize=True)
    dofs = np.empty((len(elements), 18), int)
    dofs[:, 0::2], dofs[:, 1::2] = 2 * elements, 2 * elements + 1
    size = 2 * len(points)
    rows = np.repeat(dofs, 18, axis=1).ravel()
    cols = np.tile(dofs, (1, 18)).ravel()
    matrix = coo_matrix((ke.ravel(), (rows, cols)), (size, size)).tocsr()
    load = np.zeros(size)
    np.add.at(load, dofs.ravel(), fe.ravel())

    displacement = np.zeros(size)
    fixed = np.zeros(size, bool)
    fixed[2 * np.where(points[:, 0] < 1e-12)[0]] = True
    outer = np.where((points[:, 0] > x[-1] - 1e-9)
                     | (points[:, 1] < z[-1] + 1e-9))[0]
    fixed[2 * outer] = True
    fixed[2 * outer + 1] = True
    displacement[2 * cap[0, 1:]] = -jump / 2
    free = np.where(~fixed)[0]
    rhs = (load - matrix @ displacement)[free]
    displacement[free] = spsolve(matrix[free][:, free].tocsc(), rhs)
    strain = np.einsum('egai,ei->ega', bmat, displacement[dofs])
    strain -= free_strain[:, None, :]
    stress = strain @ stiff
    energy = 0.5 * np.sum(np.sum(strain * stress, axis=2) * volume)
    return energy, stress[in_cap], area[in_cap], volume[in_cap]


# Coherent cap: volume identity and substrate compliance from full elasticity.
x_cap = np.r_[np.sin(np.pi / 2 * np.linspace(0, 1, 19)),
              1 + np.geomspace(0.006, 7, 14)]
x_cap[18] = 1.0
z_cap = np.r_[0, -np.geomspace(0.006, 8, 15)]


def coherent_cap(aspect):
    energy, stress, area, volume = elastic_fem(
        x_cap, z_cap, np.linspace(0, 1, 4),
        lambda x: aspect * (1 - x * x), 1.0, True, 1.0, 0.0)
    mean_inplane = -0.5 * np.sum((stress[:, :, 0] + stress[:, :, 2]) * volume)
    vertical = np.sum(stress[:, :, 1] * volume)
    assert abs(energy / mean_inplane - 1) < 1e-6
    assert abs(vertical / mean_inplane) < 1e-6
    central = -2 * np.sum(stress[:, :, 2] * area)
    return (energy / (biaxial * np.pi * aspect / 2),
            central / (4 * biaxial * aspect / 3))


c1 = float(2 * mp.hyp3f2(1.5, -0.5, 0.5, 2, 2.5, 1))
c2 = float(2 * mp.hyp3f2(1.5, -0.5, 1.5, 2, 2.5, 1))
central_coeff = c1 + c2 * nu
energy_coeff = 64 * (1 + nu) / (15 * np.pi)
fem_small = np.array(coherent_cap(0.02))
fem_double = np.array(coherent_cap(0.04))
fem_coeff = 2 * (1 - fem_small) / 0.02 - (1 - fem_double) / 0.04
# Five percent covers mesh error and terms left by the extrapolation in q.
assert abs(fem_coeff[0] / energy_coeff - 1) < 0.05
assert abs(fem_coeff[1] / central_coeff - 1) < 0.05

# Section force of any chord from the surface displacement.
gauss_x, gauss_w = np.polynomial.legendre.leggauss(100)
unit_x, unit_w = (gauss_x + 1) / 2, gauss_w / 2


def chord_relief(offset):
    half = np.sqrt(1 - offset**2)
    s2 = offset**2 + half**2 * unit_x**2
    hoop = hyp2f1(1.5, -0.5, 2, s2)
    radial = hoop - 0.75 * s2 * hyp2f1(2.5, 0.5, 3, s2)
    cos2 = offset**2 / s2
    normal = cos2 * radial + (1 - cos2) * hoop
    along = (1 - cos2) * radial + cos2 * hoop
    return 3 * np.sum(unit_w * (1 - unit_x**2) * (normal + nu * along))


assert abs(chord_relief(0.0) - central_coeff) < 1e-4
chord_weight = unit_w * (1 - unit_x**2)**1.5
mean_relief = (sum(w * chord_relief(s) for s, w in zip(unit_x, chord_weight))
               / chord_weight.sum())
assert abs(mean_relief - energy_coeff) < 2e-3


# Surface contribution to the line energy by superposed surface point loads.
def image_stress(y):
    depth = 1 - y

    def integrand(angle):
        s = depth * np.tan(angle)
        denom = (s * s + 1)**2
        normal = -(s * s - 1) / denom
        shear = -s * (s * s - 1) / denom
        return (normal * np.sin(angle)**2
                + shear * np.sin(angle)**3 / np.cos(angle))

    value = quad(integrand, 0, np.pi / 2, points=[np.arctan(1 / depth)],
                 limit=300, epsabs=1e-9)[0]
    return 4 * value / np.pi


gy, wy = np.polynomial.legendre.leggauss(14)
image_number = -sum(w / 2 * image_stress((y + 1) / 2) for y, w in zip(gy, wy))
assert abs(image_number - (np.log(2) - 0.5)) < 1e-5

# Dislocation imposed by a displacement jump: ridge and flat surface.
x_dis = np.r_[0, np.geomspace(0.003, 1, 24), 1 + np.geomspace(0.2, 7, 8)]
z_dis = np.r_[0, -np.geomspace(0.003, 8, 24)]
layers = np.array([0, 0.02, 0.06, 0.14, 0.30, 0.60, 1.0])
q = 0.10


def ridge(x):
    return q * (1 - x * x)


coherent = elastic_fem(x_dis, z_dis, layers, ridge, 1.0, False, 1.0, 0.0)
dislocated = elastic_fem(x_dis, z_dis, layers, ridge, 1.0, False, 0.0, 1.0)
together = elastic_fem(x_dis, z_dis, layers, ridge, 1.0, False, 1.0, 1.0)
released_fem = 2 * (coherent[0] + dislocated[0] - together[0])
first_column = slice(0, len(layers) - 1)
section_force = -np.sum(coherent[1][first_column, :, 0]
                        * coherent[2][first_column]) / x_dis[1]
# The jump rises over one small element, hence the mesh tolerance.
assert abs(released_fem / section_force - 1) < 0.015

flat = elastic_fem(x_dis, z_dis, layers, lambda x: q, x_dis[-1],
                   False, 0.0, 1.0)
deep = elastic_fem(x_dis, z_dis, np.r_[layers / 2, 0.75, 1.0],
                   lambda x: 2 * q, x_dis[-1], False, 0.0, 1.0)
line_unit = 1 / (4 * np.pi * (1 - nu))
log_fem = 2 * (deep[0] - flat[0]) / line_unit
assert abs(log_fem / np.log(2) - 1) < 0.03
curvature_fem = 2 * (flat[0] - dislocated[0]) / line_unit
curvature_formula = 5 * q * q
# A leading estimate in q; the finite ridge edge alters it appreciably.
assert 0.5 < curvature_fem / curvature_formula < 1.5

# Worked example: rough values for silicon-rich SiGe islands on silicon.
misfit, burgers, shear_gpa, temperature = 0.01, 0.38, 60.0, 900.0
core = burgers / 2
ev = const.electron_volt
gpa_to_ev_nm3 = 1e9 * 1e-27 / ev
shear = shear_gpa * gpa_to_ev_nm3
modulus = biaxial * shear
line_prefactor = shear * burgers**2 / (4 * np.pi * (1 - nu))
kappa0 = 1 - central_coeff * q
lam_rigid = 3 * burgers / (16 * np.pi * (1 + nu) * misfit)
lam = lam_rigid / kappa0


def critical_height(scale, radius, branch=-1):
    argument = -radius * np.exp(2.5) / (8 * scale)
    assert argument >= -np.exp(-1), "no continuum threshold"
    return float(-scale * lambertw(argument, branch).real)


height_c = critical_height(lam, core)
height_low = critical_height(lam, core, 0)
radius_c = height_c / q


def direct_balance(height):
    radius = height / q
    cost = 2 * radius * quad(
        lambda t: line_prefactor * (np.log(2 * height * (1 - t * t) / core)
                                    - 0.5), 0, 1)[0]
    force = (modulus * misfit * 2 * radius * height
             * quad(lambda t: 1 - t * t, 0, 1)[0]
             * (1 - q * chord_relief(0.0)))
    return cost - burgers * force


height_direct = brentq(direct_balance, lam, 50 * lam)
assert abs(height_direct / height_c - 1) < 1e-4
assert direct_balance(0.9 * height_c) > 0 > direct_balance(1.1 * height_c)

line_cost = 2 * radius_c * line_prefactor * np.log(
    8 * height_c / (np.exp(2.5) * core))
volume_c = np.pi * height_c * radius_c**2 / 2
energy_c = modulus * misfit**2 * volume_c * (1 - energy_coeff * q)
mean_release = burgers * energy_c / (2 * radius_c * misfit)

# Energy of off-centre chords at the critical size.
offsets = np.linspace(0, 0.995, 400)
peak = height_c * (1 - offsets**2)
kappa_chord = np.array([1 - q * chord_relief(s) for s in offsets])
chord_energy = (2 * radius_c * np.sqrt(1 - offsets**2) * line_prefactor
                * (np.log(8 * peak / (np.exp(2.5) * core))
                   - peak * kappa_chord / lam_rigid))
physical = peak > 2 * height_low
assert np.all(chord_energy[physical][1:] > chord_energy[0])
barrier_index = np.argmax(np.where(physical, chord_energy, -np.inf))
barrier = chord_energy[barrier_index]
thermal = const.k * temperature / ev

# Sizes of neglected effects, each changed alone.
fem_energy_q, fem_central_q = coherent_cap(q)
assert abs(fem_central_q - kappa0) < 0.05
height_fem = critical_height(lam_rigid / fem_central_q, core)
height_60 = critical_height(lam * 2 * (1 - nu / 4), core)
height_core_small = critical_height(lam, burgers / 4)
height_core_large = critical_height(lam, burgers)
c11, c12 = 166.0, 64.0                 # rough cubic constants of Si, GPa
cubic_biaxial = c11 + c12 - 2 * c12**2 / c11
height_cubic = critical_height(lam * biaxial * shear_gpa / cubic_biaxial, core)
expansion_difference, cooling = 1e-6, 600.0  # rough alloy difference, K
thermal_misfit = expansion_difference * cooling
height_thermal = critical_height(lam * misfit / (misfit + thermal_misfit), core)
mean_log = np.log(8 * height_c / (np.exp(2.5) * core))
t_end = np.sqrt(1 - core * np.exp(0.5) / (2 * height_c))
clipped_log = quad(lambda t: np.log(2 * height_c * (1 - t * t) / core) - 0.5,
                   0, t_end)[0]
double_count = (0.5 * modulus / (1 + nu) * (burgers / (2 * radius_c))**2
                * volume_c / line_cost)

print(f"misfit f = {misfit:.3f} (1)")
print(f"aspect ratio q = {q:.2f} (1)")
print(f"Burgers length b = {burgers:.3f} nm")
print(f"core radius r0 = {core:.3f} nm")
print(f"shear modulus = {shear_gpa:.1f} GPa")
print(f"Poisson ratio = {nu:.2f} (1)")
print(f"biaxial modulus = {biaxial * shear_gpa:.1f} GPa")
print(f"c1, c2 = {c1:.5f}, {c2:.5f} (1)")
print(f"central relief coefficient, formula = {central_coeff:.4f} (1)")
print(f"central relief coefficient, FEM = {fem_coeff[1]:.4f} (1)")
print(f"energy relief coefficient, formula = {energy_coeff:.4f} (1)")
print(f"energy relief coefficient, FEM = {fem_coeff[0]:.4f} (1)")
print(f"surface term, numerical = {image_number:.6f} (1)")
print(f"surface term, ln2 - 1/2 = {np.log(2) - 0.5:.6f} (1)")
print(f"ridge release / (b section force) = "
      f"{released_fem / section_force:.5f} (1)")
print(f"line-energy rise on doubling depth, FEM = {log_fem:.5f} K")
print(f"same rise, ln2 = {np.log(2):.5f} K")
print(f"curvature reduction, FEM = {curvature_fem:.4f} K")
print(f"curvature reduction, estimate = {curvature_formula:.4f} K")
print(f"central force factor kappa0 = {kappa0:.4f} (1)")
print(f"length lambda = {lam:.4f} nm")
print(f"existence ratio 8 lambda/(r0 exp(7/2)) = "
      f"{8 * lam / (core * np.exp(3.5)):.3f} (1)")
print(f"critical height, closed form = {height_c:.4f} nm")
print(f"critical height, direct balance = {height_direct:.4f} nm")
print(f"critical base radius = {radius_c:.2f} nm")
print(f"critical base diameter = {2 * radius_c:.2f} nm")
print(f"unphysical lower root = {height_low:.4f} nm")
print(f"critical volume = {volume_c:.0f} nm^3")
print(f"line prefactor K = {line_prefactor:.4f} eV/nm")
print(f"mean line logarithm = {mean_log:.4f} (1)")
print(f"line cost = central release = {line_cost:.1f} eV")
print(f"release averaged over sections = {mean_release:.1f} eV")
print(f"coherent strain energy = {energy_c:.1f} eV")
print(f"entry barrier at critical size = {barrier:.1f} eV")
print(f"barrier chord offset / R = {offsets[barrier_index]:.3f} (1)")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {thermal:.4f} eV")
print(f"FEM kappa0 at example q = {fem_central_q:.4f} (1)")
print(f"height with FEM kappa0 = {height_fem:.2f} nm")
print(f"height, 60-degree estimate = {height_60:.2f} nm")
print(f"height, core radius b/4 = {height_core_small:.2f} nm")
print(f"height, core radius b = {height_core_large:.2f} nm")
print(f"cubic biaxial modulus, rough = {cubic_biaxial:.1f} GPa")
print(f"height with cubic biaxial modulus = {height_cubic:.2f} nm")
print(f"thermal misfit, rough = {thermal_misfit:.5f} (1)")
print(f"height with added thermal misfit = {height_thermal:.2f} nm")
print(f"line-end change of cost = "
      f"{100 * (clipped_log / mean_log - 1):.2f} percent")
print(f"double-counted quadratic term / release = "
      f"{100 * double_count:.2f} percent")
print("finished without a failed check")
```

Running it gives:

```
misfit f = 0.010 (1)
aspect ratio q = 0.10 (1)
Burgers length b = 0.380 nm
core radius r0 = 0.190 nm
shear modulus = 60.0 GPa
Poisson ratio = 0.25 (1)
biaxial modulus = 200.0 GPa
c1, c2 = 1.83095, 1.43106 (1)
central relief coefficient, formula = 2.1887 (1)
central relief coefficient, FEM = 2.1853 (1)
energy relief coefficient, formula = 1.6977 (1)
energy relief coefficient, FEM = 1.6970 (1)
surface term, numerical = 0.193147 (1)
surface term, ln2 - 1/2 = 0.193147 (1)
ridge release / (b section force) = 0.99657 (1)
line-energy rise on doubling depth, FEM = 0.69925 K
same rise, ln2 = 0.69315 K
curvature reduction, FEM = 0.0444 K
curvature reduction, estimate = 0.0500 K
central force factor kappa0 = 0.7811 (1)
length lambda = 2.3228 nm
existence ratio 8 lambda/(r0 exp(7/2)) = 2.953 (1)
critical height, closed form = 7.5877 nm
critical height, direct balance = 7.5877 nm
critical base radius = 75.88 nm
critical base diameter = 151.75 nm
unphysical lower root = 0.3341 nm
critical volume = 68621 nm^3
line prefactor K = 5.7377 eV/nm
mean line logarithm = 3.2667 (1)
line cost = central release = 2844.4 eV
release averaged over sections = 1780.8 eV
coherent strain energy = 7111.8 eV
entry barrier at critical size = 394.1 eV
barrier chord offset / R = 0.766 (1)
temperature = 900 K
thermal energy kT = 0.0776 eV
FEM kappa0 at example q = 0.8020 (1)
height with FEM kappa0 = 7.30 nm
height, 60-degree estimate = 17.99 nm
height, core radius b/4 = 9.79 nm
height, core radius b = 5.02 nm
cubic biaxial modulus, rough = 180.7 GPa
height with cubic biaxial modulus = 8.77 nm
thermal misfit, rough = 0.00060 (1)
height with added thermal misfit = 6.97 nm
line-end change of cost = 0.32 percent
double-counted quadratic term / release = 7.55 percent
finished without a failed check
```
